\section*{Stacking-site extrema of a threefold moire potential in its first reciprocal shell}

\section{Two wells that differ by a factor of twenty}

A model moire potential of period $91.4$ angstrom has two kinds of well, at two different stackings of its layers. The curvatures at the bottoms of the wells differ by a factor of $2.73$. The classical barriers out of them are $0.0283$ eV and $0.00139$ eV, a factor of $20.4$. This is close to $2.73^3$. Why should a barrier go as the cube of a curvature?

The model keeps one shell of Fourier components. Atomic units are understood in the algebra; numbers are in eV and angstrom.

\section{The simplest case: a pattern with inversion symmetry}

Let $\mathbf A_1,\mathbf A_2$ be moire lattice vectors of length $L$ at $60^\circ$. Let $\mathbf G_1,\mathbf G_3$ be their reciprocal vectors,
\begin{equation}
\mathbf G_1\cdot\mathbf A_1=\mathbf G_3\cdot\mathbf A_2=2\pi,\qquad
\mathbf G_1\cdot\mathbf A_2=\mathbf G_3\cdot\mathbf A_1=0,
\end{equation}
and set $\mathbf G_5=-\mathbf G_1-\mathbf G_3$. These three vectors have equal length $G=4\pi/(\sqrt3L)$ and lie $120^\circ$ apart. With their negatives they form the first shell. The simplest potential is
\begin{equation}
U(\mathbf r)=2V\sum_{j=1,3,5}\cos(\mathbf G_j\cdot\mathbf r),\qquad V>0 .
\end{equation}
Consider the sites
\begin{equation}
\mathbf r_n=\frac n3(\mathbf A_1+\mathbf A_2),\qquad n=0,1,2 .
\end{equation}
There $\mathbf G_1\cdot\mathbf r_n=\mathbf G_3\cdot\mathbf r_n=2\pi n/3$, while $\mathbf G_5\cdot\mathbf r_n=-4\pi n/3=2\pi n/3-2\pi n$. All three cosines are therefore equal, and the energies are $6V,-3V,-3V$. Halfway between sites 1 and 2 the three phases are $\pi,\pi,-2\pi$, so the energy is $2V(-1-1+1)=-2V$. The two wells are equal, each lying $V$ below this midpoint. Inversion about site 0 exchanges sites 1 and 2, up to a lattice vector, so these two wells can differ only if that symmetry is absent.

\section{The general first shell of a bilayer}

Let layer 1 have lattice vectors $\mathbf a_1,\mathbf a_2$ of length $a$ at $60^\circ$. Layer 2 is its image under $M=(1+\delta)R(\theta)$, a uniform enlargement and a twist. A layer-2 lattice point $\mathbf P=M\mathbf R$ is displaced from its partner $\mathbf R$ in layer 1 by
\begin{equation}
\mathbf P-\mathbf R=D\mathbf P,\qquad D=1-M^{-1}.
\end{equation}
The local registry is thus $\mathbf d(\mathbf r)=D\mathbf r$, modulo the layer-1 lattice. Assume that the layers are rigid, that the registry varies slowly on the scale of $a$, and that the potential depends on registry alone: $U(\mathbf r)=v(D\mathbf r)$. A component $e^{i\mathbf g\cdot\mathbf d}$ of $v$ becomes $e^{i\mathbf G\cdot\mathbf r}$ with
\begin{equation}
\mathbf G=D^{T}\mathbf g=\mathbf g-M^{-T}\mathbf g .
\end{equation}
The last term is a reciprocal vector of layer 2, because $(M^{-T}\mathbf g)\cdot(M\mathbf a_i)=\mathbf g\cdot\mathbf a_i$. The moire vectors are $\mathbf A_i=D^{-1}\mathbf a_i$, since then $\mathbf G\cdot\mathbf A_i=\mathbf g\cdot\mathbf a_i$.

With $s=1/(1+\delta)$,
\begin{equation}
D=\begin{pmatrix}1-s\cos\theta&-s\sin\theta\\ s\sin\theta&1-s\cos\theta\end{pmatrix}.
\end{equation}
This is a rotation times $\kappa$, where
\begin{equation}
\kappa^2=(1-s\cos\theta)^2+s^2\sin^2\theta=1+s^2-2s\cos\theta,\qquad L=\frac a\kappa .
\end{equation}
For $\delta=0$ this gives $\kappa=2|\sin(\theta/2)|$; for $\theta=0$ and $\delta>0$ it gives $L=a(1+\delta)/\delta$. Both are the expected beat periods.

Now let $v$ be real and unchanged by a rotation $C$ through $120^\circ$ about $\mathbf d=0$. Inserting $C\mathbf d$ in the Fourier series and comparing coefficients gives $v_{C\mathbf g}=v_{\mathbf g}$. Reality gives $v_{-\mathbf g}=v_{\mathbf g}^*$. The six first-shell coefficients are therefore $Ve^{i\psi}$ on one triple and $Ve^{-i\psi}$ on the opposite triple. Since $D^T$ commutes with rotations, these triples map to $\{\mathbf G_1,\mathbf G_3,\mathbf G_5\}$ and its negative. Adding each term to its conjugate,
\begin{equation}
U(\mathbf r)=U_0+2V\sum_{j=1,3,5}\cos(\mathbf G_j\cdot\mathbf r+\psi).
\label{eq:U}
\end{equation}
Every phase at $\mathbf r_n$ is shifted by the same $\psi$, so
\begin{equation}
E_n=U_0+6V\cos\phi_n,\qquad \phi_n=\psi+\frac{2\pi n}{3}.
\label{eq:sites}
\end{equation}
These are the energies of the three stackings $\mathbf d=n(\mathbf a_1+\mathbf a_2)/3$.

The phase has meaning only with a stated origin. Increasing $\psi$ by $2\pi/3$ gives $U(\mathbf r+\mathbf r_1)$, a relabelling of sites; reversing $\psi$ gives $U(-\mathbf r)$. Changing the sign of $V$ equals adding $\pi$ to $\psi$. With $V>0$, all distinct shapes are thus found in $0\le\psi\le60^\circ$. In that interval site 1 is lowest and site 0 highest, with a tie at each end, and
\begin{equation}
E_0-E_1=6\sqrt3\,V\sin(\psi+60^\circ).
\end{equation}
At $\psi=0$ this is $9V$, as in the simplest case.

\section{Are the three sites extrema, and are there others?}

Write $\alpha_j=\mathbf G_j\cdot\mathbf r+\psi$. A stationary point satisfies
\begin{equation}
0=\nabla U=-2V\sum_j\mathbf G_j\sin\alpha_j .
\end{equation}
Eliminating $\mathbf G_5$ leaves
\begin{equation}
\mathbf G_1(\sin\alpha_1-\sin\alpha_5)+\mathbf G_3(\sin\alpha_3-\sin\alpha_5)=0 .
\end{equation}
As $\mathbf G_1$ and $\mathbf G_3$ are independent, the three sines are equal. Angles with equal sines are either equal or supplementary, modulo $2\pi$. Hence either all three angles equal some $\alpha$, or two equal $\alpha$ and the third equals $\pi-\alpha$. The condition $\sum_j\mathbf G_j=0$ also fixes $\sum_j\alpha_j=3\psi$.

If all are equal, $3\alpha=3\psi$ modulo $2\pi$, so $\alpha=\phi_n$. These are the three stacking sites.

If one differs, $\alpha+\pi=3\psi$ modulo $2\pi$. The equal pair is $3\psi+\pi$ and the odd angle is $-3\psi$. Let $\alpha_5$ be the odd one. Then $\mathbf G_1\cdot\mathbf r=\mathbf G_3\cdot\mathbf r=2\psi+\pi$, so
\begin{equation}
\mathbf r_s=\left(\frac12+\frac\psi\pi\right)(\mathbf A_1+\mathbf A_2).
\label{eq:rs}
\end{equation}
The other two choices of odd angle give its threefold rotations. All three points have energy
\begin{equation}
E_s=U_0+2V[2\cos(3\psi+\pi)+\cos3\psi]=U_0-2V\cos3\psi .
\label{eq:Es}
\end{equation}
At $\psi=0$, $\mathbf r_s$ is the midpoint found earlier, with the same energy $-2V$.

To classify the points, differentiate again:
\begin{equation}
H=-2V\sum_j\mathbf G_j\mathbf G_j^T\cos\alpha_j .
\end{equation}
The sum $\sum_j\mathbf G_j\mathbf G_j^T$ is symmetric, commutes with a $120^\circ$ rotation and has trace $3G^2$; it is therefore $\frac32G^2$ times the unit matrix. At a site all cosines are equal, and
\begin{equation}
H_n=-3VG^2\cos\phi_n\,\mathbf 1=-\frac{G^2}{2}(E_n-U_0)\,\mathbf 1 .
\label{eq:H}
\end{equation}
A site below the mean is a minimum, and a site above it is a maximum.

At the other points, put $c=\cos3\psi$. The cosines are $-c,-c,c$, and
\begin{equation}
H_s=2Vc\left(\frac32G^2\,\mathbf 1-2\mathbf G_5\mathbf G_5^T\right)
\end{equation}
at $\mathbf r_s$. Its eigenvalues are $-VcG^2$ along $\mathbf G_5$ and $3VcG^2$ across it. They have opposite signs, so these are saddles whenever $Vc\ne0$.

Thus all three stackings are stationary at every phase, but all three are extrema only if $V\cos3\psi\ne0$. To count their types, note that $\cos3\phi_n=\cos3\psi$. The three numbers $c_n=\cos\phi_n$ are then roots of
\begin{equation}
4x^3-3x-\cos3\psi=0 ,
\end{equation}
from the triple-angle formula. Comparing coefficients with $4(x-c_0)(x-c_1)(x-c_2)$ gives
\begin{equation}
c_0+c_1+c_2=0,\qquad c_0c_1c_2=\tfrac14\cos3\psi .
\label{eq:vieta}
\end{equation}
The roots are distinct for general $\psi$; continuity covers the rest. For $V\cos3\psi>0$ there are two minima and one maximum among the sites, and for $V\cos3\psi<0$ one minimum and two maxima. A numerical search over the cell, at several phases and both signs of $V$, found the three sites and three saddles with these types and no other stationary point.

\section{The cube in the barrier}

Since $\cos3\psi=4c_n^3-3c_n$, equations (\ref{eq:sites}) and (\ref{eq:Es}) give
\begin{equation}
E_s-E_n=-2V(4c_n^3-3c_n)-6Vc_n=-8V\cos^3\phi_n .
\label{eq:barrier}
\end{equation}
The curvature is linear in $\cos\phi_n$, while the saddle height above the site is cubic. This answers the opening question for a single shell. A second shell adds the same amount to the curvature of both wells and moves the saddle energy by a different amount, so the barrier ratio then departs from the cube of the curvature ratio, most strongly when one well is shallow.

It remains to see that this height is the escape barrier. Below $E_s$, the region $U<E$ consists of separate basins, each growing around one minimum, because no saddle has been reached. The maxima lie above $E_s$, by (\ref{eq:barrier}). Just above $E_s$, the region $U<E$ is therefore the whole plane with isolated islands around the maxima removed, and it is connected. All basins join at $E_s$. Flooding the potential on a grid at $\psi=15^\circ$ and $45^\circ$ confirmed this level within a bracket of $\pm0.0002$ eV. This is a classical barrier: tunnelling and zero-point motion are not included, and at this period they are not small. An isotropic well of curvature $h_n$ has zero-point energy $\hbar\sqrt{h_n/m}$. With $\hbar^2/m=7.62$ eV angstrom$^2$ for a free-electron mass and the example's curvatures $1.34\times10^{-4}$ and $4.90\times10^{-5}$ eV/angstrom$^2$, this is $0.032$ eV at site 1 and $0.019$ eV at site 2. Both exceed the corresponding barriers, the second by more than a factor of ten.

At $\psi=0$, $\cos\phi_1=-1/2$ and the barrier is $8V/8=V$, as found at the start. At $\psi=60^\circ$, $\cos\phi_1=-1$ and the barrier from the single minimum has grown to $8V$.

\section{The phase where a well disappears}

Let $V>0$ and $\psi=30^\circ-\varepsilon$, with $0<\varepsilon\le30^\circ$. Then $\phi_2=270^\circ-\varepsilon$, and the well at site 2 has barrier $8V\sin^3\varepsilon$. As $\varepsilon\to0$ the saddle at $\mathbf r_s$ moves to site 2, since the fraction in (\ref{eq:rs}) tends to $2/3$. Its two rotated partners arrive there too, up to lattice vectors, because site 2 is a threefold centre.

To see what is left, expand about a site with $\cos\phi_n=0$. Let the displacement have length $\rho$ and direction $\beta$, let $\beta_j$ be the direction of $\mathbf G_j$, and put $x_j=G\rho\cos(\beta-\beta_j)$. Then
\begin{equation}
U-U_0=-2V\sin\phi_n\sum_j\sin x_j
=2V\sin\phi_n\sum_j\left(\frac{x_j^3}{6}-\frac{x_j^5}{120}+\dots\right),
\end{equation}
because $\sum_jx_j=0$. Use $\cos^3u=\frac14(3\cos u+\cos3u)$. The first part cancels over three directions and the second adds three times, so
\begin{equation}
U-U_0\simeq\frac{V\sin\phi_n}{4}(G\rho)^3\cos3(\beta-\beta_1).
\end{equation}
Three valleys alternate with three ridges: a monkey saddle. It is neither a minimum nor a maximum.

The fifth-order term follows from $\cos^5u=\frac1{16}(10\cos u+5\cos3u+\cos5u)$, of which only the middle part survives the sum. Relative to the cubic term it is $-(G\rho)^2/16$. At $G\rho=0.05$ this is $1.6\times10^{-4}$ in size. The computed cubic amplitude is $3.125\times10^{-7}$ eV, which predicts an error of about $4.9\times10^{-11}$ eV, in agreement with the largest one found on a circle.

\section{Reading the example}

The round parameters are $a=3.3$ angstrom, $\delta=0.01$, $\theta=2^\circ$, $V=0.010$ eV, $\psi=15^\circ$ and $U_0=0$. They represent no particular material. The geometry gives $\kappa=0.0361$ and $L=3.3/0.0361\simeq91.4$ angstrom, or $172.7$ bohr. The energies are
\begin{align}
E_0&=0.060\cos15^\circ=0.0580\ \text{eV},\\
E_1&=0.060\cos135^\circ=-0.0424\ \text{eV},\\
E_2&=0.060\cos255^\circ=-0.0155\ \text{eV},\\
E_s&=-0.020\cos45^\circ=-0.0141\ \text{eV}.
\end{align}
The lowest is $-1.56\times10^{-3}$ hartree. The barriers are $0.080\times0.7071^3=0.0283$ eV from site 1 and $0.080\times0.2588^3=0.00139$ eV from site 2. The well at site 2 lies $0.0155$ eV below the mean, yet it is shallow because the saddle also lies below the mean. At $\psi=45^\circ$ site 2 has become a maximum at $0.0155$ eV, with the saddle at $0.0141$ eV.

\section{From three energies back to the potential}

Let $\omega=e^{2\pi i/3}$ and write (\ref{eq:sites}) as $E_n=U_0+3V(e^{i\psi}\omega^n+e^{-i\psi}\omega^{-n})$. Multiply by $\omega^{-n}$ and sum. The sums of $\omega^{-n}$ and $\omega^{-2n}$ vanish, leaving
\begin{equation}
Ve^{i\psi}=\frac19\sum_{n=0}^2E_n\,\omega^{-n}.
\label{eq:inverse}
\end{equation}
Three energies that are not all equal fix the three real parameters $U_0$, $V>0$ and $\psi$, the last modulo $2\pi$. They cannot show whether one shell suffices.

The second shell consists of differences such as $\mathbf G_1-\mathbf G_3$. Their phases at every site are multiples of $2\pi$, so this shell shifts all three energies equally and is absorbed in $U_0$. The third shell consists of $\pm2\mathbf G_j$. If its coefficient on $2\mathbf G_j$ is $W$, it adds $3(W\omega^{2n}+W^*\omega^{-2n})=3(W\omega^{-n}+W^*\omega^{n})$ to $E_n$. Formula (\ref{eq:inverse}) then returns $Ve^{i\psi}+W^*$, apart from still higher shells.

A second model contains every shell: Gaussians of width $0.25a$, centred on the three registries with weights $0.10$, $0$ and $0.04$ eV. Its true first-shell amplitude is $0.00763$ eV, and its phase is $23.4^\circ$. The site energies imply $0.00769$ eV and the same phase. The excess matches $|W|=5.5\times10^{-5}$ eV. The phase is unaffected because each coefficient is a positive Gaussian factor times $\sum_nw_ne^{-i\mathbf g\cdot\mathbf d_n}$, with $w_n$ the weights and $\mathbf d_n$ the registries; this sum is the same for every $\mathbf g$ with $\mathbf g\cdot\mathbf d_n=2\pi n/3$ modulo $2\pi$, and only these components survive in (\ref{eq:inverse}).

The largest error of the first-shell potential on the grid is $0.0030$ eV, about $4\%$ of its range of site energies. This looks harmless, but it changes the nature of site 2. Each shell obeys $\nabla^2U_{\mathrm{shell}}=-K^2U_{\mathrm{shell}}$, where $K^2$ is $G^2$, $3G^2$ and $4G^2$ for the first three shells. Threefold symmetry makes each Hessian at a site isotropic, so that its eigenvalue is half the Laplacian:
\begin{equation}
h_n=-\frac{G^2}{2}\left(u_n^{(1)}+3u_n^{(2)}+4u_n^{(3)}+\dots\right),
\end{equation}
where $u_n^{(k)}$ is the contribution of shell $k$ to the site energy. At site 2, $u^{(1)}=6(0.00763)\cos263.4^\circ=-0.0053$ eV and $u^{(2)}=0.0027$ eV. The third shell gives only $-4\times10^{-5}$ eV, and higher ones are smaller still for this Gaussian width. With one more digit kept, the bracket is $-0.00525+0.00822-0.00015=0.0028$ eV. It is positive, so site 2 is a maximum of the full potential, whereas the first shell alone makes it a shallow minimum.

The differences between site energies, which the second shell leaves unchanged, are therefore more robust here than the type of a site close to the mean. Near $\cos3\psi=0$, a weak second shell can decide whether a stacking is a shallow minimum or a maximum of the potential (a distinction that matters little to a particle whose zero-point energy far exceeds the depth of such a well), and the three stacking energies alone do not reveal that shell. The individual values are listed in the numerical output.

\section*{Calculated quantities}
\begin{verbatim}
layer-1 lattice constant: 3.30 angstrom
layer-2 relative enlargement: 0.010 (no unit)
twist angle: 2.0 degrees
registry gradient a/L: 0.036115 (no unit)
moire period L: 91.374 angstrom = 172.672 bohr
first-shell length G: 0.079401 1/angstrom
amplitude V: 0.0100 eV; phase psi: 15.0 degrees
site 0: phase 15.0 degrees, energy 0.057956 eV
site 0: curvature -1.8269e-04 eV/angstrom^2
site 1: phase 135.0 degrees, energy -0.042426 eV
site 1: curvature 1.3374e-04 eV/angstrom^2
site 2: phase 255.0 degrees, energy -0.015529 eV
site 2: curvature 4.8952e-05 eV/angstrom^2
lowest site energy: -0.042426 eV = -1.5591e-03 hartree
site energy range: 0.100382 eV
saddle energy: -0.014142 eV
saddle fraction along A1+A2: 0.583333 (no unit)
barrier from site 1: 0.028284 eV
barrier from site 2: 0.001387 eV
search: 2 minima, 1 maximum, 6 stationary points in all
phase sweep at the same V; energies in eV
psi  0 degrees: E0 0.06000, E1 -0.03000, E2 -0.03000, saddle -0.02000
psi 15 degrees: E0 0.05796, E1 -0.04243, E2 -0.01553, saddle -0.01414
psi 30 degrees: E0 0.05196, E1 -0.05196, E2 -0.00000, saddle -0.00000
psi 45 degrees: E0 0.04243, E1 -0.05796, E2 0.01553, saddle 0.01414
psi 60 degrees: E0 0.03000, E1 -0.06000, E2 0.03000, saddle 0.02000
monkey-saddle test, G*rho: 0.050 (no unit)
monkey-saddle cubic size: 3.1250e-07 eV
monkey-saddle largest error: 4.86e-11 eV
Gaussian registry weights, sites 0,1,2: 0.10, 0.00, 0.04 eV
Gaussian width / a: 0.25 (no unit)
Gaussian model mean: 0.063483 eV
Gaussian model first-shell amplitude: 0.007630 eV
Gaussian model phase: 23.413 degrees
Gaussian site 0: full 0.108542 eV, first shell 0.105496 eV
Gaussian site 1: full 0.029193 eV, first shell 0.026722 eV
Gaussian site 2: full 0.060933 eV, first shell 0.058231 eV
common shift from second shell: 0.002739 eV
third-shell coefficient size: 5.488e-05 eV
amplitude inferred from three sites: 0.007686 eV
phase inferred: 23.413 degrees
largest first-shell error on the grid: 0.003046 eV
\end{verbatim}
